# Chambers' path integral by Monte Carlo for a rectangular wire

## What goes wrong without it

Take a metal line 20 nm wide and 40 nm high, with a bulk electron mean free path of 40 nm. The bulk resistivity gives a line resistance of 21 Ω/µm. For walls that scatter diffusely, the correct value within the model below is 52 Ω/µm. Treating the line as a 20 nm film misses the other pair of walls and gives a resistance 21 % too low. Subtracting first-order thick-wire corrections for the two pairs from the conductivity fails outright: it predicts a negative value. Adding the same term to the resistivity instead, the usual rule of thumb, gives 45 Ω/µm, 12 % too low.

The scheme below averages a bounded weight over random positions and directions. It needs no mesh, and its wide-wire limit can be checked against the Fuchs-Sondheimer film, including the rate of approach.

## Model and path integral

The wire runs along $z$, with $0<x<a$ and $0<y<b$. The model assumes a spherical Fermi surface, degenerate electrons, a weak uniform field $E$ along $z$, and one relaxation time $\tau$. The Fermi speed is $v$ and $\lambda=v\tau$. An electron leaving a wall has the equilibrium distribution, which is the meaning of "diffuse" here.

Write the distribution as $f=f_0+g$. For charge $-e$ the linearized steady Boltzmann equation is

$$\mathbf v\cdot\nabla g-eEv_z f_0'=-\frac g\tau ,$$

where $f_0'=\partial f_0/\partial\varepsilon<0$. Without walls the gradient vanishes and $g_{\rm bulk}=eE\tau v_zf_0'$. This is negative for $v_z>0$: electrons drift against the field. Set $g=g_{\rm bulk}h$ and divide by $g_{\rm bulk}/\tau$. With $\mathbf u=\mathbf v/v$,

$$\lambda\,\mathbf u\cdot\nabla h+h=1,\qquad h=0\ \text{on leaving a wall}.$$

Let $L$ be the distance from the point $\mathbf r$ back along $-\mathbf u$ to the first wall. Along this straight path, at distance $\ell$ from the wall, the equation is $\lambda\,dh/d\ell+h=1$ with $h(0)=0$. Hence

$$h=\int_0^L e^{-s/\lambda}\frac{ds}{\lambda}=1-e^{-L/\lambda}.$$

This is Chambers' path integral: the field acts on the electron only since its last wall collision, and bulk scattering erases older contributions.

The length $L$ does not depend on the sign of $u_z$, so $g$ is odd in $u_z$. Summed over directions it gives no charge and no net flux into a wall. The equilibrium emission condition is therefore consistent, and no transverse field is needed.

The current density is $-e$ times the sum of $v_zg$ over states, so it is proportional to the Fermi-surface integral of $u_z^2h$. Dividing by the bulk value, where $h=1$ and $\int u_z^2d\Omega=4\pi/3$, gives

$$\boxed{\frac{\sigma}{\sigma_0}=\left\langle1-e^{-L/\lambda}\right\rangle}$$

Here $\mathbf r$ is uniform over the section and $\mathbf u$ has probability density $3u_z^2/(4\pi)$ per solid angle. Angle brackets keep this meaning below.

## Sampling scheme

On the unit sphere $u_z$ is uniformly distributed per solid angle. The required density of $|u_z|$ is therefore $3u_z^2$ on $[0,1]$, with cumulative probability $|u_z|^3$. Setting this equal to a uniform random number $\xi$ gives $|u_z|=\xi^{1/3}$. The sign of $u_z$ may be dropped.

```
F = film(a, lambda)              # quadrature, below
for i = 1..N:
    x = a*rand();  y = b*rand()
    uz = rand()^(1/3);  phi = 2*pi*rand()
    s = sqrt((1-uz)*(1+uz))
    ux = s*cos(phi);  uy = s*sin(phi)
    dx = (ux > 0 ? x : a-x)/abs(ux)
    dy = (uy > 0 ? y : b-y)/abs(uy)
    L = min(dx, dy)
    w[i] = -expm1(-L/lambda)
    D[i] = exp(-L/lambda) - exp(-dx/lambda)
direct = mean(w);      error = std(w)/sqrt(N)
paired = F - mean(D);  error = std(D)/sqrt(N)
```

The conditions on `ux` and `uy` select the wall behind the electron. An electron with $u_x>0$ came from the wall at $x=0$.

The work is proportional to $N$. Running sums of $w$, $w^2$, $D$ and $D^2$ remove the need to store the samples. Since $0\le w\le1$, the standard deviation of one sample cannot exceed 1/2.

**Why score the exponential?** One could instead draw a free flight of mean $\lambda$ and score $B=1$ if it is shorter than $L$, otherwise 0. Given $L$, the mean of $B$ is $w$, so the estimate is also unbiased. But $B^2=B$, and therefore

$$\mathrm{var}\,B-\mathrm{var}\,w=\langle w\rangle-\langle w^2\rangle=\langle w(1-w)\rangle\ge0.$$

**Why sample the factor $u_z^2$?** Uniform directions would require the weight $3u_z^2w$. Its mean square, rewritten as an average with our density, is $\langle3u_z^2w^2\rangle$. At fixed position and azimuth, $L$ grows with $|u_z|$, so $u_z^2$ and $w^2$ increase together and the mean of their product is at least the product of their means. Since $\langle3u_z^2\rangle=9\int_0^1u^4du=9/5$, the mean square is at least 9/5 times larger.

For the 20 nm × 40 nm wire the sample spreads are 0.253 for the path weight, 0.493 for 0/1 scoring and 0.589 for uniform directions. At equal statistical error, the last two need 3.8 and 5.4 times as many samples. An absolute error of 0.001 in $\sigma/\sigma_0$ takes $(0.253/0.001)^2\approx64\,000$ path-weight samples.

## A deterministic reference

For fixed $\mathbf u$, the average over position can be done by hand. Integrating over path length,

$$\overline{1-e^{-L/\lambda}}=\int_0^\infty e^{-t}\,P(L>\lambda t)\,dt .$$

The condition $L>\lambda t$ requires the backward distances to both relevant walls to exceed $\lambda t$. Because $x$ and $y$ are independent and uniform,

$$P=\left(1-\frac t{q_x}\right)\left(1-\frac t{q_y}\right),\quad q_x=\frac a{\lambda|u_x|},\quad q_y=\frac b{\lambda|u_y|},$$

until either factor reaches zero; afterwards $P=0$. Let $S$ and $Q$ be the smaller and larger of $q_x,q_y$. The integrals needed are

$$\begin{aligned}
I_0&=\int_0^Se^{-t}dt=1-e^{-S},\\
I_1&=\int_0^Ste^{-t}dt=1-(1+S)e^{-S},\\
I_2&=\int_0^St^2e^{-t}dt=2-(S^2+2S+2)e^{-S}.
\end{aligned}$$

The position average is $G=I_0-(1/S+1/Q)I_1+I_2/(SQ)$. The coefficient of $e^{-S}$ is

$$-1+(1+S)\left(\frac1S+\frac1Q\right)-\frac{S^2+2S+2}{SQ}
=\frac1S-\frac1Q-\frac2{SQ},$$

so that

$$G=1-\frac1S-\frac1Q+\frac2{SQ}+e^{-S}\left(\frac1S-\frac1Q-\frac2{SQ}\right).$$

Two angular integrals of $G$ remain. Split the azimuth at $\tan\phi=b/a$, where $S$ and $Q$ exchange roles. For the example, quadrature gives 0.41464 and one million direct samples give $0.41457\pm0.00025$.

**Thick wire.** If both sides are many $\lambda$, the $e^{-S}$ term is negligible. Then $1/S+1/Q=\lambda(|u_x|/a+|u_y|/b)$. With $\mu=|u_x|$, averaging $u_z^2$ around the $x$ axis gives $(1-\mu^2)/2$, hence

$$\langle|u_x|\rangle=\frac32\int_0^1\mu(1-\mu^2)d\mu=\frac38 .$$

With $u_z=c$, the azimuthal mean of $|\cos\phi\sin\phi|$ is $1/\pi$, hence

$$\langle|u_xu_y|\rangle=\frac3\pi\int_0^1c^2(1-c^2)dc=\frac2{5\pi}.$$

Therefore

$$\frac\sigma{\sigma_0}\simeq1-\frac{3\lambda}8\left(\frac1a+\frac1b\right)+\frac{4\lambda^2}{5\pi ab}.$$

The last term corrects for paths counted twice near the corners. For an 800 nm × 1200 nm section at $\lambda=40$ nm, this formula and the quadrature both give 0.969174. For the 20 nm × 40 nm wire, the first-order part alone is $1-1.125=-0.125$, the negative conductivity mentioned at the start. Adding the corner term brings it to 0.384, a resistance 8 % too high. The sides are not large against $\lambda$ here, so the expansion is outside its range and this closeness is not assured for other sections.

**Thin square wire.** For $a=b\ll\lambda$, expand $G$ at small $S$ by replacing $e^{-t}$ with 1:

$$G\simeq\int_0^S\left(1-\frac tS\right)\left(1-\frac tQ\right)dt=\frac S2-\frac{S^2}{6Q}.$$

For $0<\phi<\pi/4$, $S=a/(\lambda\sin\theta\cos\phi)$ and $S/Q=\tan\phi$. The polar integral is $\int_0^{\pi/2}3\cos^2\theta\,d\theta=3\pi/4$, and the azimuthal average carries a factor $4/\pi$. To leading order,

$$\begin{aligned}
\frac\sigma{\sigma_0}&\simeq\frac{3a}{2\lambda}\int_0^{\pi/4}\left(\sec\phi-\frac{\sec\phi\tan\phi}3\right)d\phi\\
&=\frac{3a}{2\lambda}\left[\ln(1+\sqrt2)-\frac{\sqrt2-1}3\right].
\end{aligned}$$

Since $\sigma_0\propto\lambda$, the conductivity itself becomes independent of $\lambda$: wall collisions alone limit the current.

## Wide-wire limit

Hold $a$ and $\lambda$ fixed and let $b$ grow. Then $q_y\to\infty$ and $G\to1-(1-e^{-q_x})/q_x$. With $\kappa=a/\lambda$ and $q_x=\kappa/\mu$, the angular average is

$$F=1-\frac3{2\kappa}\int_0^1\mu(1-\mu^2)(1-e^{-\kappa/\mu})d\mu .$$

The substitution $\mu=1/t$, $|d\mu|=dt/t^2$, gives the Fuchs-Sondheimer result for diffuse surfaces:

$$F=1-\frac3{2\kappa}\int_1^\infty\left(\frac1{t^3}-\frac1{t^5}\right)(1-e^{-\kappa t})dt.$$

To find the approach at finite $b$, first use the product form of $P$ over the whole range $0<t<q_x$, even where $q_y<q_x$. The part without $1/q_y$ gives $F$. The rest is $-C/b$, where $1/q_y=\lambda|u_y|/b$ gives $C=\lambda\langle|u_y|K(q_x)\rangle$ and

$$\begin{aligned}
K(q)&=\int_0^qte^{-t}\left(1-\frac tq\right)dt\\
&=1-\frac2q+\left(1+\frac2q\right)e^{-q}.
\end{aligned}$$

Around the $x$ axis, write $u_y=\sqrt{1-\mu^2}\sin\psi$ and $u_z=\sqrt{1-\mu^2}\cos\psi$. The mean of $\cos^2\psi|\sin\psi|$ is $2/(3\pi)$. Including the factor 3 from the density,

$$C=\frac{2\lambda}\pi\int_0^1(1-\mu^2)^{3/2}K(\kappa/\mu)\,d\mu .$$

The extended product is negative for $q_y<t<q_x$, where the true $P$ is zero. Restoring the truth adds a non-negative remainder $R$. For each such direction its contribution is at most

$$\int_{q_y}^\infty e^{-t}\left(\frac t{q_y}-1\right)dt=\frac{e^{-q_y}}{q_y}\le\frac\lambda b e^{-b/\lambda},$$

because $q_y\ge b/\lambda$. Thus

$$\boxed{\frac\sigma{\sigma_0}=F-\frac Cb+R,\qquad0\le R\le\frac\lambda be^{-b/\lambda}}$$

For $a=20$ nm and $\lambda=40$ nm, $F=0.5219$ and $C=4.675$ nm. The quadrature values of $b(F-\sigma/\sigma_0)$ are 4.290 nm at $b=40$ nm, 4.672 nm at 160 nm and 4.675 nm at 1280 nm, as the theorem requires. The conductivity deficit relative to the film is about $C/(Fb)=9.0\ \text{nm}/b$. Reaching the film value within 1 % therefore takes $b\approx900$ nm for these two fixed lengths. An aspect ratio of ten still leaves a deficit of 4 to 5 %.

**Paired sampling.** The variable $D$ in the pseudocode compares wire and film for the same position and direction. It is non-negative because the wire path cannot be longer than the film path, and $\langle D\rangle=F-\sigma/\sigma_0$. It is appreciable only when the electron started within a few $\lambda$ of the wall behind it in $y$. The fraction of such positions falls as $1/b$, and so does $\langle D^2\rangle$ once $b\gg\lambda$. The sampled $b\langle D^2\rangle$ is 2.15 nm at 160 nm and 2.19 nm at 1280 nm.

The statistical error of the paired conductivity therefore falls as $(bN)^{-1/2}$. At $b=1280$ nm and one million samples, the direct result is $0.51866\pm0.00029$ and the paired result $0.51816\pm0.00004$; quadrature gives 0.51823. Pairing saves a factor of about 50 in samples here. At $b=20$ nm it is slightly worse, with error 0.00025 against 0.00023.

## Random-walk check

The path integral can be tested without assuming its form. Let electrons move at constant speed, scatter isotropically after exponential free flights, and leave walls with the cosine law. By the Einstein relation, their diffusion constant along $z$ divided by the bulk value $\lambda v/3$ equals $\sigma/\sigma_0$.

For total path length $T$, stationarity gives

$$\frac{\langle z^2\rangle}{2T}=\int_0^T\left(1-\frac sT\right)c(s)\,ds,$$

where $c(s)$ is the correlation of $u_z$ at path separation $s$. Here $c$ is $e^{-s/\lambda}$ times a non-increasing factor, so its mean $s$ is at most $\lambda$. Apart from an exponentially small tail, the relative downward bias is at most $\lambda/T$.

With $T=3000$ nm this bound is 1.3 %. The walk gives $0.4118\pm0.0029$, against 0.4146 from the path integral. The difference is one standard error and also lies within the permitted bias.

## Stability and failure modes

- **Near-axial directions.** Both transverse components become small and $L$ large, but the weight tends to 1. Guard against division by an exact zero.
- **Very thin wires.** Use `expm1` for small $L/\lambda$. Since $L\propto1/\sin\theta$, the mean square contains $\int d\theta/\sin\theta$, cut off near $\theta\sim a/\lambda$. The relative spread thus grows slowly, as $\sqrt{\ln(\lambda/a)}$ for sides of similar size.
- **Cancellation in $G$.** For small $S$ the result is of order $S/2$, while individual terms reach the larger of $1/S$ and $2/(SQ)$. Relative rounding error grows as $4/(S^2Q)$ times machine precision for $Q<2$ and as $2/S^2$ for larger $Q$. Switch to the small-$S$ series or integrate over $t$ numerically.
- **Very wide wires.** The paired error in $\sigma$ falls, but the relative error of the small difference $\langle D\rangle\simeq C/b$ grows as $\sqrt{b/N}$. If that difference is wanted, compute $C$ by quadrature.
- **Shared samples.** Direct and paired results from the same samples are correlated and must not be combined as independent measurements.

## Two extensions

**Partly specular walls.** Suppose each wall hit reflects like a mirror with probability $p$, keeping $u_z$, and is otherwise diffuse. Let $L_k$ be the backward distance to hit $k$, with $L_0=0$. Between hits $k$ and $k+1$ the survival factor is $p^k$, so

$$\begin{aligned}
w_p&=\sum_{k\ge0}p^k\left(e^{-L_k/\lambda}-e^{-L_{k+1}/\lambda}\right)\\
&=1-(1-p)\sum_{k\ge1}p^{k-1}e^{-L_k/\lambda}.
\end{aligned}$$

The hits are the merged, sorted sequences $d_x+ma/|u_x|$ and $d_y+mb/|u_y|$, $m=0,1,\ldots$, where $d_x,d_y$ are the first-hit distances. Stopping after $M$ hits leaves an error below $p^M$.

**Grain boundaries.** Let randomly placed planes normal to $z$, with mean spacing $D_g$, reverse $u_z$ with probability $R_g$. Ignoring returns to the same plane, the number of reversals over path $s$ is Poisson distributed with mean $m=R_g|u_z|s/D_g$. The mean sign is $\sum_n(-1)^ne^{-m}m^n/n!=e^{-2m}$. The transverse path is unchanged, so

$$w_g=\frac{\lambda_*}\lambda\left(1-e^{-L/\lambda_*}\right),\qquad\frac1{\lambda_*}=\frac1\lambda+\frac{2R_g|u_z|}{D_g}.$$

For $p=0.5$, the random walk gives $0.610\pm0.004$ and the path formula 0.616. For $D_g=20$ nm and $R_g=0.2$, with diffuse walls, they give $0.325\pm0.002$ and 0.328. Both differences are compatible with noise and the finite-length bias. The walk draws the distance to each reversal afresh, so it too ignores returns to the same plane and does not test that approximation. The approximation is not negligible here: with the random planes held fixed in space, a walk (not part of the numerical check) gives $0.316\pm0.002$, about 4 % below the formula.

## A damascene line

The example uses an electron density of 80 nm⁻³, the free-electron mass and $\lambda=40$ nm at 300 K. These give $v=1.543\times10^6$ m/s, $\tau=25.9$ fs and $\rho_0=m/(ne^2\tau)=1.711$ µΩ cm. Hence

$$\rho=\frac{1.711}{0.4146}=4.13\ \text{µΩ cm},$$

$$\frac\rho{ab}=\frac{4.13\times10^{-8}\ \Omega\,\text m}{8.0\times10^{-16}\ \text m^2}=52\ \Omega/\text{µm}.$$

These round parameters are roughly those of a good metallic conductor in a narrow, lowest-level damascene line of a logic chip. Real lines of such size also have resistivities of several times bulk, but they break the assumption that the diffuse walls are the sole addition to bulk scattering. Making half the wall hits specular lowers the model resistance by 33 %. The grain boundaries above raise it by 26 % when returns to the same plane are ignored, and by about 31 % when the planes are held fixed. A non-conducting 2 nm liner on both sides and the bottom, within the same outer section, raises it by 45.5 %: a factor 1.316 from lost area and 1.106 from stronger size scattering. These separate changes should not be added. The 52 Ω/µm is a diffuse-wall contribution with bulk scattering, not a forecast for a particular line.

Other changes are smaller. If $\lambda\propto1/T$ with temperature, heating to 380 K raises the bulk resistivity by 27 % but the wire's by 11 %, because wall scattering is unchanged. The $1/T$ law understates the change near the Debye temperature: a Bloch-Grüneisen law with 343 K, a copper-like value, gives 30 % and 12 %. A mass 20 % larger across the short side reduces the velocities in that direction by a factor $\sqrt{1.2}$. With $\tau$, the axial velocity scale and the bulk resistivity all held fixed, this lowers the resistance by 3.4 %. Hard-wall quantization removes about 1 % of the classical transverse modes: 1.20 % for this exact section, and 1.13 % if a side changes by 0.05 nm or from the smooth perimeter estimate. This sizes the correction but is not itself a resistance change. Thermal smearing is small, with $k_BT/E_F=0.004$. At 1 MA/cm², an electron gains 0.017 meV from the field per mean free path, against $k_BT=26$ meV, so linear response is adequate.

The numerical output below gives the remaining widths and statistical errors.

## Calculated quantities

```
section 20 nm x 40 nm, mean free path 40 nm
electron density 80 nm^-3, temperature 300 K
Fermi wavenumber 13.330 nm^-1, Fermi energy 6.770 eV
Fermi speed 1.5432e+06 m/s, relaxation time 25.92 fs
bulk resistivity 1.7114 uOhm cm
wire sigma/sigma0 by quadrature 0.414643
path weight: mean 0.41457, error 0.00025, spread 0.2532
0/1 flights: mean 0.41507, error 0.00049, spread 0.4927
uniform directions: mean 0.41363, error 0.00059, spread 0.5892
samples 1000000; batches of 2500: spread 0.00488, predicted 0.00506
thick wire 800 x 1200 nm: quadrature 0.9691744, formula 0.9691744
film sigma/sigma0: formula 0.521881, Monte Carlo 0.52197 +- 0.00030
edge length C 4.67543 nm
b 20 nm: direct 0.34335 +- 0.00023, paired 0.34336 +- 0.00025
   quadrature 0.343282, b*(film-wire) 3.57199 nm
b 40 nm: direct 0.41477 +- 0.00025, paired 0.41487 +- 0.00020
   quadrature 0.414643, b*(film-wire) 4.28953 nm
b 80 nm: direct 0.46439 +- 0.00027, paired 0.46430 +- 0.00015
   quadrature 0.464274, b*(film-wire) 4.60854 nm
b 160 nm: direct 0.49213 +- 0.00029, paired 0.49255 +- 0.00011
   quadrature 0.492681, b*(film-wire) 4.67200 nm
b 320 nm: direct 0.50733 +- 0.00029, paired 0.50722 +- 0.00008
   quadrature 0.507271, b*(film-wire) 4.67541 nm
b 1280 nm: direct 0.51866 +- 0.00029, paired 0.51816 +- 0.00004
   quadrature 0.518228, b*(film-wire) 4.67543 nm
b*<D^2>: 2.146 nm at 160 nm, 2.185 nm at 1280 nm
random walks of path length 3000 nm, sigma/sigma0:
   diffuse: walk 0.4118 +- 0.0029, path integral 0.4146
   half specular: walk 0.6097 +- 0.0043, path integral 0.6160
   grains: walk 0.3251 +- 0.0023, path integral 0.3283
wire resistivity 4.1273 uOhm cm, rho/rho0 2.4117
line resistance 51.591 Ohm/um
specular share 0.5: -32.7 %
grains 20 nm, reflection 0.2: +26.3 %
liner 2 nm, core 16 x 38 nm: +45.5 %
at 380 K: wire +10.7 %, bulk +26.7 %
mass x 1.2 across short side: -3.4 %
transverse modes 11177, classical count 11312, deficit 1.20 %
kT/Fermi energy 0.00382
at 1 MA/cm^2: field 412.7 V/m, energy per free path 0.0165 meV, kT 25.85 meV
```
